# Fröhlich Phonon Emission at Zero Temperature: Threshold, Peak and Slow Decline: verification in Python

```python
# Result under test: zero-temperature golden-rule rate for an electron of
# energy E (above a parabolic band minimum) to emit a polar optical phonon:
#   rate = 2 alpha w0 sqrt(w0/E) arcsinh(sqrt(E/w0 - 1)) for E > w0, else 0,
#   alpha = (1/eps_inf - 1/eps_s) sqrt(m/(2 w0)).
# Atomic units inside. m: band mass, w0: phonon energy, eps_inf and eps_s:
# high-frequency and static dielectric constants, k and kf: initial and final
# electron momenta, q: phonon momentum, x = E/w0.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
HA = sc.physical_constants['Hartree energy in eV'][0]
HA_J = sc.physical_constants['Hartree energy'][0]
A0 = sc.physical_constants['Bohr radius'][0]
NM = A0 * 1e9
PS = sc.physical_constants['atomic unit of time'][0] * 1e12
KB = sc.physical_constants['Boltzmann constant in eV/K'][0] / HA

# Rough typical values for gallium arsenide, and a chosen device case
m, eps_inf, eps_s = 0.07, 11.0, 13.0
w0 = 0.036 / HA
E_in = 0.100 / HA
layer_nm = 50.0
T_use = 77.0
density_cm3 = 1e15
gap = 1.5 / HA
def_pot = 7.0 / HA
stiffness_Pa = 1.4e11
field_MVcm = 0.001
valley_eV = 0.3

inv_kappa = 1 / eps_inf - 1 / eps_s
alpha = inv_kappa * np.sqrt(m / (2 * w0))
k0 = np.sqrt(2 * m * w0)


def formula(E):
    if E <= w0:
        return 0.0
    return 2 * alpha * w0 * np.sqrt(w0 / E) * np.arcsinh(np.sqrt(E / w0 - 1))


def absorption_formula(E):
    """Absorption rate per unit phonon occupation."""
    return 2 * alpha * w0 * np.sqrt(w0 / E) * np.arcsinh(np.sqrt(E / w0))


def angular_rate(k, kf, dos_mass, factor=lambda q2, c: 1.0):
    """Golden rule on the final energy shell, angle integrated numerically."""
    def integrand(u):
        q2 = (k - kf)**2 + 2 * k * kf * u
        return 2 * pi * (2 * pi * w0 * inv_kappa / q2) * factor(q2, 1 - u)
    val = quad(integrand, 0, 2, epsabs=0, epsrel=1e-9, limit=400)[0]
    return dos_mass * kf / (4 * pi**2) * val


def momentum(E):
    return np.sqrt(2 * m * E)


def shell_rate(E):
    return angular_rate(momentum(E), momentum(E - w0), m)


# Coupling: energy of a displaced oscillator by diagonalization
nlev, g = 60, 0.7
b = np.diag(np.sqrt(np.arange(1, nlev)), 1)
ground = np.linalg.eigvalsh(b.T @ b + g * (b + b.T))[0]
assert abs(ground + g**2) < 1e-8

# Coupling: weight of the loss function of a weakly damped polar lattice
dw = 1e-4
w = (np.arange(200000) + 0.5) * dw          # in units of w0
wt2 = eps_inf / eps_s                        # transverse frequency squared
eps_w = eps_inf + (eps_s - eps_inf) * wt2 / (wt2 - w**2 - 1e-3j * w)
loss_weight = np.sum((-1 / eps_w).imag) * dw
M2_from_loss = loss_weight * w0 * 4 * pi / pi    # |M|^2 V q^2
assert abs(M2_from_loss / (2 * pi * w0 * inv_kappa) - 1) < 3e-3


# Finite-time first-order probability: linear growth or saturation
def late_rate(x, t1=200.0, t2=400.0):
    de = 2e-4
    e = (np.arange(200000) + 0.5) * de
    k, kf = momentum(x * w0), momentum(e * w0)
    spectrum = (m / (4 * pi**2 * k) * 2 * pi * w0 * inv_kappa
                * np.log((k + kf) / np.abs(k - kf)))
    delta = e + 1 - x

    def prob(t):
        kernel = (t * np.sinc(delta * t / (2 * pi)))**2
        return np.sum(spectrum * kernel) * de / w0
    return (prob(t2) - prob(t1)) / (t2 - t1) * w0


late_above, late_below = late_rate(2.0), late_rate(0.5)
assert abs(late_above / formula(2 * w0) - 1) < 5e-3
assert abs(late_below) < 1e-3 * formula(2 * w0)


# Explicit sum over plane waves in a box. A smooth energy window is tested;
# a sharp window is returned too, to show the unevenness of lattice counting.
def box_sum(x, radius=45, width=0.03, half=0.05):
    E = x * w0
    kf = momentum(E - w0)
    unit = kf / radius
    n = np.arange(-radius - 5, radius + 6)
    nx, ny, nz = np.meshgrid(n, n, n, indexing='ij')
    offset = (nx**2 + ny**2 + nz**2) / radius**2 - 1
    keep = np.abs(offset) < 6 * width
    offset = offset[keep]
    final = unit * np.stack([nx[keep], ny[keep], nz[keep]])
    start = momentum(E) * np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
    q2 = np.sum((final - start[:, None])**2, axis=0)
    volume = (2 * pi / unit)**3
    pref = 2 * pi * 2 * pi * w0 * inv_kappa / volume / (E - w0)
    smooth = np.exp(-offset**2 / (2 * width**2)) / (width * np.sqrt(2 * pi))
    sharp = (np.abs(offset) < half) / (2 * half)
    return (pref * np.sum(smooth / q2), pref * np.sum(smooth) / k0**2,
            pref * np.sum(sharp / q2))


box_ratios = []
for x in (1.05, 3.0):
    true_sum, frozen_sum, sharp_sum = box_sum(x)
    exact = formula(x * w0)
    box_ratios.append((x, true_sum / exact, sharp_sum / exact))
    assert abs(true_sum / exact - 1) < 3e-3
    # coupling frozen at threshold: pure density of final states
    assert abs(frozen_sum / (2 * alpha * w0 * np.sqrt(x - 1)) - 1) < 3e-3

# Closed form against angular quadrature, including absorption
for x in (1.01, 1.3, 2.0, 3.3, 10.0, 100.0):
    assert abs(shell_rate(x * w0) / formula(x * w0) - 1) < 1e-6
for x in (0.2, 1.0, 4.0):
    quad_abs = angular_rate(momentum(x * w0), momentum((x + 1) * w0), m)
    assert abs(quad_abs / absorption_formula(x * w0) - 1) < 1e-6

# Onset exponent, onset correction and high-energy tail
r1, r2 = shell_rate(w0 * (1 + 1e-4)), shell_rate(w0 * (1 + 1e-3))
onset_power = np.log10(r2 / r1)
assert abs(onset_power - 0.5) < 1e-3
s2 = 0.01
ratio = shell_rate(w0 * (1 + s2)) / (2 * alpha * w0 * np.sqrt(s2))
assert abs((1 - ratio) / s2 - 2 / 3) < 0.02
tail = alpha * w0 * np.log(400.0) / 10.0
assert abs(shell_rate(100 * w0) / tail - 1) < 2e-3

# Peak: direct search against the condition u tanh u = 1
u_peak = brentq(lambda u: u * np.tanh(u) - 1, 0.5, 2)
x_peak = np.cosh(u_peak)**2
search = minimize_scalar(lambda x: -shell_rate(x * w0) / w0,
                         bounds=(1.5, 8), method='bounded',
                         options={'xatol': 1e-6})
peak_rate = 2 * alpha * w0 * u_peak / np.cosh(u_peak)
assert abs(search.x - x_peak) < 2e-3
assert abs(-search.fun * w0 / peak_rate - 1) < 1e-6

# Energy at which the square-root law is 10 percent too high
x_ten = brentq(lambda x: 2 * alpha * w0 * np.sqrt(x - 1)
               / formula(x * w0) - 1.1, 1.01, 2)

# Device case
k, kf = momentum(E_in), momentum(E_in - w0)
rate = formula(E_in)
speed = k / m
path_nm = speed / rate * NM
survive = np.exp(-layer_nm / path_nm)


# Neglected effects: phonon occupation
def occupation(T):
    return 1 / np.expm1(w0 / (KB * T))


def warm_rates(T):
    N = occupation(T)
    return (1 + N) * rate, N * absorption_formula(E_in)


# Two-band model: E (1 + E/gap) = k^2/(2m), mixed band states
def two_band(E):
    a = 1 / gap
    kk = np.sqrt(2 * m * E * (1 + a * E))
    upper = np.sqrt((1 + a * E) / (1 + 2 * a * E))
    lower = np.sqrt(a * E / (1 + 2 * a * E))
    return kk, upper, lower, m * (1 + 2 * a * E)


kn, up_i, lo_i, mass_i = two_band(E_in)
kfn, up_f, lo_f, mass_f = two_band(E_in - w0)
mix = np.sqrt(gap / (2 * m)) * kn
vals, vecs = np.linalg.eigh(np.array([[0, mix], [mix, -gap]]))
assert abs(vals[1] / E_in - 1) < 1e-9
assert abs(vecs[0, 1]**2 - up_i**2) < 1e-9
rate_mix = angular_rate(kn, kfn, mass_f,
                        lambda q2, c: (up_i * up_f + lo_i * lo_f * c)**2)
rate_nomix = angular_rate(kn, kfn, mass_f)

# Carriers: static screening, plasmon energy, final-state filling
n = density_cm3 * 1e6 * A0**3
kT = KB * T_use
qs2 = 4 * pi * n / (eps_inf * kT)
rate_screen = angular_rate(k, kf, m, lambda q2, c: (q2 / (q2 + qs2))**2)
plasmon = np.sqrt(4 * pi * n / (m * eps_inf))
band_states = 2 * (m * kT / (2 * pi))**1.5
filling = n / band_states * np.exp(-(E_in - w0) / kT)

# Other scattering: acoustic phonons, ionized impurities (momentum loss)
stiffness = stiffness_Pa * A0**3 / HA_J
rate_ac = def_pot**2 * kT * m * k / (pi * stiffness)
qi2 = 4 * pi * n / (eps_s * kT)
imp = quad(lambda u: u * (4 * pi / eps_s)**2 / (2 * k * k * u + qi2)**2,
           0, 2, epsabs=0, epsrel=1e-9, limit=400)[0]
rate_imp = n * 2 * pi * m * k / (4 * pi**2) * imp

field_gain = field_MVcm * 1e8 * layer_nm * 1e-9
level = pi**2 / (2 * m * (layer_nm / NM)**2)
eps_change = (1 / eps_inf - 1 / (1.01 * eps_s)) / inv_kappa - 1


def show(label, value, unit='', fmt='.4g'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def percent(r):
    return 100 * (r / rate - 1)


print("Inputs (rough, gallium arsenide)")
show("band mass", m, "electron masses")
show("eps_inf", eps_inf)
show("eps_s", eps_s)
show("phonon energy E0", w0 * HA, "eV")
show("two-band gap", gap * HA, "eV")
show("deformation potential", def_pot * HA, "eV")
show("elastic stiffness", stiffness_Pa, "Pa")
show("side-valley energy", valley_eV, "eV")
show("carrier and impurity density", density_cm3, "cm^-3")
show("temperature of use", T_use, "K")
print("Coupling and shape")
show("1/eps_inf - 1/eps_s", inv_kappa)
show("alpha", alpha)
show("onset scale 2 alpha w0", 2 * alpha * w0 / PS, "1/ps")
show("fitted onset power", onset_power, "", ".4f")
show("late rate/formula at E=2E0", late_above / formula(2 * w0), "", ".4f")
for x, smooth_ratio, sharp_ratio in box_ratios:
    print(f"box sum/formula at E={x:.2f}E0: smooth {smooth_ratio:.4f}, "
          f"sharp {sharp_ratio:.4f}")
show("sqrt law 10% high at", x_ten * w0 * HA, "eV")
show("u at peak", u_peak, "", ".5f")
show("peak E/E0", x_peak, "", ".4f")
show("peak rate/(alpha w0)", peak_rate / (alpha * w0), "", ".4f")
show("peak energy", x_peak * w0 * HA, "eV")
show("peak rate", peak_rate / PS, "1/ps")
print("E (eV), rate (1/ps), sqrt law (1/ps)")
for e in (0.030, 0.037, 0.040, 0.050, 0.072, 0.100, 0.150, 0.250):
    law = 2 * alpha * w0 * np.sqrt(max(e / HA / w0 - 1, 0))
    print(f"{e:.3f}  {formula(e / HA) / PS:.3f}  {law / PS:.3f}")
print("Device case")
show("electron energy", E_in * HA, "eV")
show("smallest, largest q", (k - kf) / NM, f"and {(k + kf) / NM:.4g} 1/nm")
show("mean emission time", PS / rate, "ps")
show("speed", speed * NM / PS, "nm/ps")
show("mean free path", path_nm, "nm")
show("no emission in 50 nm", 100 * survive, "%", ".1f")
print("Neglected effects at the electron energy")
for T in (T_use, 300.0):
    em, ab = warm_rates(T)
    print(f"{T:.0f} K: N {occupation(T):.4f}, emission {em / PS:.3f}, "
          f"absorption {ab / PS:.3f} 1/ps")
show("two-band, no mixing: change", percent(rate_nomix), "%", ".1f")
show("two-band, with mixing: change", percent(rate_mix), "%", ".1f")
show("static screening: change", percent(rate_screen), "%", ".1f")
show("plasmon energy", plasmon * HA, "eV", ".2g")
show("final-state filling", filling, "", ".1e")
show("level width hbar*rate", rate * HA, "eV", ".2g")
show("acoustic rate", rate_ac / PS, "1/ps", ".2g")
show("impurity momentum-loss rate", rate_imp / PS, "1/ps", ".2g")
show("field", field_MVcm, "MV/cm")
show("field energy over layer", field_gain, "eV", ".2g")
show("lowest confinement energy", level * HA, "eV", ".2g")
show("eps_s up 1%: rate change", 100 * eps_change, "%", ".1f")
print("tests ok")
```

Printed output:

```
Inputs (rough, gallium arsenide)
band mass: 0.07 electron masses
eps_inf: 11
eps_s: 13
phonon energy E0: 0.036 eV
two-band gap: 1.5 eV
deformation potential: 7 eV
elastic stiffness: 1.4e+11 Pa
side-valley energy: 0.3 eV
carrier and impurity density: 1e+15 cm^-3
temperature of use: 77 K
Coupling and shape
1/eps_inf - 1/eps_s: 0.01399
alpha: 0.07194
onset scale 2 alpha w0: 7.869 1/ps
fitted onset power: 0.4997
late rate/formula at E=2E0: 1.0000
box sum/formula at E=1.05E0: smooth 0.9999, sharp 1.0092
box sum/formula at E=3.00E0: smooth 1.0007, sharp 1.0101
sqrt law 10% high at: 0.0415 eV
u at peak: 1.19968
peak E/E0: 3.2767
peak rate/(alpha w0): 1.3255
peak energy: 0.118 eV
peak rate: 5.215 1/ps
E (eV), rate (1/ps), sqrt law (1/ps)
0.030  0.000  0.000
0.037  1.288  1.311
0.040  2.444  2.623
0.050  3.933  4.907
0.072  4.904  7.869
0.100  5.187  10.492
0.150  5.167  14.003
0.250  4.849  19.186
Device case
electron energy: 0.1 eV
smallest, largest q: 0.08573 and 0.7715 1/nm
mean emission time: 0.1928 ps
speed: 708.9 nm/ps
mean free path: 136.7 nm
no emission in 50 nm: 69.4 %
Neglected effects at the electron energy
77 K: N 0.0044, emission 5.210, absorption 0.027 1/ps
300 K: N 0.3306, emission 6.902, absorption 2.004 1/ps
two-band, no mixing: change: 2.7 %
two-band, with mixing: change: -1.7 %
static screening: change: -1.5 %
plasmon energy: 0.0013 eV
final-state filling: 1.1e-06
level width hbar*rate: 0.0034 eV
acoustic rate: 0.071 1/ps
impurity momentum-loss rate: 0.0098 1/ps
field: 0.001 MV/cm
field energy over layer: 0.005 eV
lowest confinement energy: 0.0021 eV
eps_s up 1%: rate change: 5.4 %
tests ok
```
